# Leading and trailing Shockley partials in pulled fcc wires

**Question**

I am trying to work out whether an fcc nanowire pulled along <100> or <110> should deform by full dislocations or by partials that leave stacking faults. I was told to compare the Schmid factors of the leading and trailing Shockley partials, and that the leading one is favoured only for the <110> axis.

I listed all the a/6<112> vectors on the {111} planes and took the largest Schmid factor. I get $\sqrt2/3\approx0.471$ for both axes. The full a/2<110> dislocation also gives the same value for both, $1/\sqrt6\approx0.408$. Where does a difference come from, how do I know which partial leads, and is the "only" really true?

**Answer**

Your list treats $+\mathbf b$ and $-\mathbf b$ as equally good first steps. For a full dislocation they are. For a Shockley partial they are not, because one of the two shifts puts atoms on top of each other. Once that is built in, the two axes differ.

**Sign convention**

Let $\mathbf l$ be the unit vector along the wire, $\mathbf n$ the unit normal of the slip plane, and $\mathbf b$ the displacement of the half crystal on the $+\mathbf n$ side relative to the other half. Take $\mathbf l\cdot\mathbf n>0$ and a wire of cross-section $A_0$ under tensile stress $\sigma$.

Slip over the whole plane lengthens the wire by $\mathbf l\cdot\mathbf b$, so the load does work $\sigma A_0\,(\mathbf l\cdot\mathbf b)$. The oblique cut has area $A_0/(\mathbf l\cdot\mathbf n)$. The resolved shear stress $\tau$ is defined by work per area $=\tau|\mathbf b|$, hence

$$\tau=\sigma m,\qquad m=(\mathbf l\cdot\mathbf n)\,\frac{\mathbf l\cdot\mathbf b}{|\mathbf b|}.$$

Keep the sign: $m>0$ means that tension drives this displacement. Reversing $\mathbf n$ exchanges the two halves and so also reverses $\mathbf b$, which leaves $m$ unchanged.

**Which partial can lead**

Take $\mathbf n=[111]/\sqrt3$ and put an atom of an A layer at the origin. An atom of the next layer sits at $\frac a2[110]$. Removing its component along the normal, $\frac a3[111]$, gives the sideways offset of a B site:

$$\tfrac a2[110]-\tfrac a3[111]=\tfrac a6[11\bar2].$$

The three equivalent offsets are

$$\boldsymbol\delta_1=\tfrac a6[11\bar2],\quad \boldsymbol\delta_2=\tfrac a6[1\bar21],\quad \boldsymbol\delta_3=\tfrac a6[\bar211],\qquad \boldsymbol\delta_1+\boldsymbol\delta_2+\boldsymbol\delta_3=0 .$$

Cut the crystal between an A layer and the B layer above it.

- A shift of the upper half by $+\boldsymbol\delta_i$ moves B to C. The order ...BCA|BCA... becomes ...BCA|CAB..., an intrinsic stacking fault. The shortest distance across the cut remains $a/\sqrt2=0.707a$, the normal neighbour distance.
- A shift by $-\boldsymbol\delta_i$ moves B to A, directly above the A layer. The distance drops to the layer spacing, $a/\sqrt3=0.577a$.

So the leading partial must be one of the $+\boldsymbol\delta_i$. The trailing partial must remove the fault by completing a nonzero lattice vector. That requires $-\boldsymbol\delta_j$ with $j\ne i$; for example,

$$\boldsymbol\delta_1-\boldsymbol\delta_2=\tfrac a6[03\bar3]=\tfrac a2[01\bar1].$$

The choice $j=i$ would merely undo the first step.

**A rule for any axis**

Let $m_1,m_2,m_3$ be the factors of the three leading vectors on one plane. All have length $a/\sqrt6$ and they sum to zero, so $m_1+m_2+m_3=0$. If $i$ leads and $-\boldsymbol\delta_j$ trails, then $m_L=m_i$ and $m_T=-m_j$. With $k$ the remaining index,

$$m_L-m_T=m_i+m_j=-m_k .$$

Choose the best driven leader (largest $m_i$) and then its best driven partner (most negative $m_j$). The middle value $m_k$ decides: if it is negative, the leading partial has the larger factor; if it is positive, the trailing one does.

The full Burgers vector is $\mathbf b_F=\mathbf b_L+\mathbf b_T$, with $|\mathbf b_F|=a/\sqrt2=\sqrt3\,(a/\sqrt6)$. Multiplying this sum by $(\mathbf l\cdot\mathbf n)\,\mathbf l$ and dividing by $a/\sqrt6$ gives

$$m_L+m_T=\sqrt3\,m_F .$$

This is why the full-slip factor cannot settle your question: it fixes the sum of the partial factors and not their difference.

**Pulling along <100>**

Take $\mathbf l=[001]$. Then $\mathbf l\cdot\mathbf n=1/\sqrt3$, and the unit vectors along $\boldsymbol\delta_{1,2,3}$ have projections $-2/\sqrt6,\ 1/\sqrt6,\ 1/\sqrt6$ on $\mathbf l$. Multiplying,

$$m_1=-\frac{2}{\sqrt{18}}=-\frac{\sqrt2}{3},\qquad m_2=m_3=\frac1{\sqrt{18}}=\frac1{3\sqrt2}.$$

The best leader is $\boldsymbol\delta_2$ or $\boldsymbol\delta_3$, followed by $-\boldsymbol\delta_1$:

$$m_L=\frac1{3\sqrt2}=0.236,\qquad m_T=\frac{\sqrt2}{3}=0.471 .$$

Quarter turns about [001] carry this plane into the other three, so they give the same result. Your 0.471 belongs to $-\boldsymbol\delta_1$, which cannot go first.

**Pulling along <110>**

Take $\mathbf l=[110]/\sqrt2$. Now $\mathbf l\cdot\mathbf n=2/\sqrt6=\sqrt{2/3}$, and the projections are

$$\frac{2}{\sqrt{12}}=\frac1{\sqrt3},\qquad \frac{1-2}{\sqrt{12}}=-\frac1{2\sqrt3},\qquad \frac{-2+1}{\sqrt{12}}=-\frac1{2\sqrt3}.$$

Therefore

$$m_1=\frac{\sqrt2}{3},\qquad m_2=m_3=-\frac1{3\sqrt2}.$$

Here $\boldsymbol\delta_1$ leads, and $-\boldsymbol\delta_2$ or $-\boldsymbol\delta_3$ trails:

$$m_L=\frac{\sqrt2}{3}=0.471,\qquad m_T=\frac1{3\sqrt2}=0.236 .$$

The plane $(11\bar1)$ is the mirror image and gives the same values. The other two planes contain the wire axis, so $\mathbf l\cdot\mathbf n=0$ and they carry no resolved shear. For both axes the sum rule returns $m_F=(1/\sqrt2)/\sqrt3=1/\sqrt6$, as you found.

**How far "only" goes**

It is true when these two axes are compared in tension and the best driven pair is meant. It fails more widely in two ways.

- Compression reverses the sign of every $m$ while the allowed shifts stay the same. The roles then swap: <100> has $m_L=0.471$, $m_T=0.236$, and <110> has the reverse.
- Tension along <111> also favours the leader. For $\mathbf l=[111]/\sqrt3$ and the plane $(\bar111)$, $\mathbf l\cdot\mathbf n=1/3$. Reversing the $x$ components of the $\boldsymbol\delta_i$ gives the leading directions $[\bar11\bar2]$, $[\bar1\bar21]$ and $[211]$. Their projections are $-2/\sqrt{18},-2/\sqrt{18},4/\sqrt{18}$, so $m_L=4/(3\sqrt{18})=0.314$ and $m_T=2/(3\sqrt{18})=0.157$.

**Does a larger $m_L$ mean that the partials separate?**

Not by itself. The fault between them costs an energy $\gamma$ per area, which holds the leader back and pulls the trailer forward. Consider long, straight, parallel partials at distance $d$, with elastic repulsion $K/d$ per length. Writing $b=a/\sqrt6$, the forces per length are

$$F_L=m_L\sigma b-\gamma+\frac Kd,\qquad F_T=m_T\sigma b+\gamma-\frac Kd .$$

If both have the same mobility $M$ (velocity = $M\times$ force per length), the distance changes as

$$\dot d=M(F_L-F_T)=M\left[(m_L-m_T)\sigma b-2\gamma+\frac{2K}{d}\right].$$

Setting $\dot d=0$ gives $K/d=\gamma-\tfrac12(m_L-m_T)\sigma b$. Without load, $d_0=K/\gamma$. Dividing,

$$\frac d{d_0}=\frac1{1-(m_L-m_T)\sigma b/(2\gamma)} .$$

For the best driven pair chosen above, tension along <100> makes $m_L-m_T$ negative and narrows the pair. Along <110> it widens the pair, and in an unbounded crystal no steady width exists once

$$\sigma\ge\sigma^*=\frac{2\gamma}{(m_L-m_T)\,b}.$$

**Numbers for a calcium wire**

Calcium is fcc at room temperature, so the geometry applies. I use rough values $a=0.56$ nm and $C_{11},C_{12},C_{44}=28,18,16$ GPa. The fault energy $\gamma=10$ mJ/m² (the same as 10 mN/m) is a trial value, not a claimed property of calcium. The wire is 50 nm thick, at 300 K, under an assumed load of 500 MPa. Then $b=0.56/\sqrt6=0.2286$ nm.

The larger Schmid factor gives a load force of $0.4714\times500\ \text{MPa}\times0.2286\ \text{nm}=53.9$ mN/m, and the smaller gives 26.9 mN/m. Including the fault but not the mutual repulsion:

- <100>: leader $26.9-10=16.9$, trailer $53.9+10=63.9$ mN/m.
- <110>: leader $53.9-10=43.9$, trailer $26.9+10=36.9$ mN/m.

For <100>, $d/d_0=1/(1+26.9/20)=0.43$. For <110>,

$$\sigma^*=\frac{2\times10\ \text{mN/m}}{0.2357\times0.2286\ \text{nm}}=371\ \text{MPa}.$$

At 300 MPa the <110> pair still has a finite width, about $5.2\,d_0$. At 500 MPa it has none: integrating the equations of motion from $d_0$ gives $150\,d_0$ and $291\,d_0$ at times 200 and 400, in units of $K/(M\gamma^2)$.

These widths are for an unbounded crystal. With the elastic constants above, $d_0$ is several nanometres, while the slip plane in this wire is only $50/\sqrt{2/3}=61$ nm long. Even $5.2\,d_0$ is then a sizeable part of that length, and $150\,d_0$ cannot fit. What happens instead at 500 MPa is that the leader leaves the wire first. The trailer is still pushed forward, by $36.9$ mN/m, so if nothing blocks it, it follows and removes the fault. So $\sigma>\sigma^*$ does not by itself leave a lasting fault; for that, the trailing partial must be missing, held back or driven backwards. If it is missing, $\sigma^*$ is not the relevant threshold, as the lone-leader estimate below shows.

Since $\sigma^*\propto\gamma$, fault energies of 5 and 20 mJ/m² give 186 and 742 MPa. In the latter case, 500 MPa would not separate the pair, although the Schmid factors are unchanged.

The <100> result also does not forbid faults. If no trailing partial is available, a lone leader can extend its fault when $m_L\sigma b>\gamma$, which here means above 186 MPa (93 MPa for <110>), neglecting lattice friction. A complete dislocation can also leave a fault. The pair with $\boldsymbol\delta_2$ leading and $-\boldsymbol\delta_3$ trailing has $\mathbf b_F=\frac a2[1\bar10]$, perpendicular to the [001] axis, so $m_F=0$. Its factors are $m_L=0.236$ and $m_T=-0.236$, hence $m_L-m_T=-m_1=0.471$ and $\sigma^*=186$ MPa, half the <110> value. At 500 MPa the forces are $+16.9$ and $-16.9$ mN/m, so if such a dislocation is present its partials move in opposite directions and spread a fault over the plane.

**What a real wire would change**

The 500 MPa load is far above the stress at which soft bulk calcium yields; it is not a predicted wire strength. Linear elasticity gives axial strains of 3.6 % for <100> and 1.9 % for <110>. The distorted lattice has $(m_L,m_T)=(0.237,0.463)$ and $(0.476,0.237)$, so the order survives. With these factors and the unstrained length $b$, $\sigma^*$ moves only to 366 MPa.

Misalignment matters more. With the best pair chosen again after each 5° tilt, $m_L-m_T$ stays negative near <100> and positive near <110>, but in the worst <110> case it falls to 0.173. For that pair $\sigma^*$ rises to 507 MPa, just above the load. Other leading and trailing pairs in the same tilted wire can still separate at a lower load.

Surface energy also resists stretching. At fixed volume $V$, a smooth cylinder of radius $R$ and length $L$ has side area $S=2\sqrt{\pi VL}$, so $dS/dL=S/(2L)=\pi R$. The opposing stress is $\gamma_s\pi R/(\pi R^2)=\gamma_s/R$, or 20 MPa for a rough $\gamma_s=0.5$ J/m². Surface steps may cost more than this smooth estimate.

Finally, these forces describe partials that already exist. For a half loop of radius $r$ at a perfect surface, line tension gives

$$W=\pi rT-\tfrac12\pi r^2f,\qquad T=\tfrac12Gb^2,\quad f=m_L\sigma b-\gamma .$$

From $dW/dr=\pi T-\pi rf=0$, the critical radius is $r=T/f$ and the barrier is $W^*=\pi T^2/(2f)$. With $G=6.5$ GPa for shear on {111}, the barrier is about 17 eV for <100> and 6 eV for <110>, against $k_BT=0.026$ eV. These barriers are not reliable values. The simple form of $T$ ignores the edge character of parts of the loop and the strong elastic anisotropy of calcium. Since the barriers scale as $T^2$, doubling $T$ would raise them fourfold and halving it would cut them to a quarter. A constant line tension is also poor for loops this small (critical radii of 10 nm for <100> and 4 nm for <110>); a logarithmic line energy can put the <110> barrier far below 6 eV, depending on the core radius chosen. They do not decide whether a perfect surface would emit partials at this load, so the example simply assumes that partials are already present. Unequal drag, lattice friction, image forces and an oxide skin are left out; they could change the separation stress, but not the geometrical Schmid factors. The remaining digits are in the numerical output below.

## Computed values

```
Contact distance, allowed leading shift: 0.7071 a
Contact distance, forbidden shift: 0.5774 a
<100> axis (0, 0, 1) plane (1, 1, 1)
  leading (1, -2, 1) trailing (-1, -1, 2) in a/6
  leading factors on (111): -0.4714 0.2357 0.2357
  tension m_L = 0.2357, m_T = 0.4714, full slip 0.4082
  compression m_L = 0.4714, m_T = 0.2357
<110> axis (1, 1, 0) plane (1, 1, 1)
  leading (1, 1, -2) trailing (2, -1, -1) in a/6
  leading factors on (111): 0.4714 -0.2357 -0.2357
  tension m_L = 0.4714, m_T = 0.2357, full slip 0.4082
  compression m_L = 0.2357, m_T = 0.4714
<110>: planes without shear: 2 of 4
<111> tension m_L = 0.3143, m_T = 0.1571
Ca inputs (rough): a = 0.56 nm; C11, C12, C44 = 28, 18, 16 GPa
Trial fault energy 10 mJ/m2; load 500 MPa
Diameter 50 nm; surface energy (rough) 0.5 J/m2; T = 300 K
Partial Burgers length: 0.2286 nm
<100> resolved stress L, T: 117.9, 235.7 MPa
  load force per length L, T: 26.9, 53.9 mN/m
  with fault force L, T: 16.9, 63.9 mN/m
  load at which a lone leading partial moves: 186 MPa
<110> resolved stress L, T: 235.7, 117.9 MPa
  load force per length L, T: 53.9, 26.9 mN/m
  with fault force L, T: 43.9, 36.9 mN/m
  load at which a lone leading partial moves: 93 MPa
<100> width ratio d/d0 at 500 MPa: 0.426
<100> width ratio d/d0 at 300 MPa: 0.553
<110> width ratio d/d0 at 300 MPa: 5.216
<110> at 500 MPa: width at times 200, 400: 150, 291 d0 (unbounded)
<110> separation stress for fault energy 5 mJ/m2: 186 MPa
<110> separation stress for fault energy 10 mJ/m2: 371 MPa
<110> separation stress for fault energy 20 mJ/m2: 742 MPa
Shear modulus on {111}: 6.49 GPa
<100> Young modulus 13.9 GPa, axial strain 3.59 %
  strained lattice m_L = 0.2374, m_T = 0.4632
  m_L - m_T for 5 degree tilt: -0.209 to -0.191
  half loop: critical radius 10.0 nm, barrier 16.6 eV
<110> Young modulus 26.7 GPa, axial strain 1.87 %
  strained lattice m_L = 0.4763, m_T = 0.2371
  m_L - m_T for 5 degree tilt: 0.173 to 0.247
  half loop: critical radius 3.9 nm, barrier 6.4 eV
<110> separation stress, worst 5 degree tilt: 507 MPa
<110> separation stress, strained lattice: 366 MPa
Capillary stress: 20 MPa
Thermal energy kT: 0.0259 eV
```
